\section*{Hanle precession in a graphene spin valve with spin-absorbing contacts}

\section*{Question}

A long graphene channel of width $W$ and sheet resistance $R_s$ has diffusion constant $D$ and spin lifetime $\tau$. Two identical narrow ferromagnetic contacts lie at $x=0$ (injector) and $x=L$ (detector), with parallel in-plane magnetizations. The charge current $I$ entering at the injector is drained far to the left; the detector carries no charge current. A field $B$ normal to the sheet makes spins precess at $\omega=g\mu_BB/\hbar$, $g=2$. Neglect drift, and take spin relaxation to be isotropic.

The channel potentials of the two spin species are $\mu_0\pm\mu$, in volts. Let $m=\mu_\parallel+i\mu_\perp$ combine the components of $\mu$ along and across the magnetization. A contact injecting spin current $I_s=I_\uparrow-I_\downarrow$ at $x=0$ gives
\begin{equation}
\partial_t m=D\,\partial_x^2m-\Big(\frac1\tau-i\omega\Big)m+\frac{R_sD}{W}I_s\,\delta(x).
\label{eq:bloch}
\end{equation}
The steady state satisfies $(W/R_s)[m'(0^+)-m'(0^-)]=-I_s$ at the source, as current conservation requires.

Use $\lambda=\sqrt{D\tau}$, $u=L/\lambda$, $b=\omega\tau$. For numbers take $D=200\ \mathrm{cm^2/s}$, $\tau=200$ ps, $R_s=1\ \mathrm{k\Omega}$, $W=1\ \mu$m, $L=3\ \mu$m and contact polarization $P=0.1$, so that $\lambda=2\ \mu$m and $u=1.5$.

\section*{(a) Integrate the Hanle signal without absorption}

\textbf{Answer.} Each contact here injects $I_s=PI$ and detects $P\mu_\parallel$ (derived in part b). Summing over arrival times,
\begin{equation}
R_{\rm NL}=P^2\frac{R_sD}{W}\,\mathrm{Re}\int_0^\infty\!dt\,\frac{e^{-L^2/4Dt-st}}{\sqrt{4\pi Dt}},\qquad s=\frac1\tau-i\omega .
\end{equation}
First let $s$ be real and positive. With $t=y^2$ and $\alpha=L/2\sqrt D$ the integral is $J(\alpha)/\sqrt{\pi D}$, where
\begin{equation}
J(\alpha)=\int_0^\infty e^{-sy^2-\alpha^2/y^2}dy,\qquad
\frac{dJ}{d\alpha}=-2\alpha\int_0^\infty \frac{e^{-sy^2-\alpha^2/y^2}}{y^2}dy .
\end{equation}
Substituting $y=\alpha/(\sqrt s\,v)$ exchanges the two terms in the exponent and turns $dy/y^2$ into $(\sqrt s/\alpha)\,dv$, after the limits are reversed. Hence $dJ/d\alpha=-2\sqrt s\,J$. Since $J(0)=\tfrac12\sqrt{\pi/s}$, we have $J=\tfrac12\sqrt{\pi/s}\,e^{-2\alpha\sqrt s}$. Both sides are analytic for $\mathrm{Re}\,s>0$, so the result holds for complex $s$. With $\kappa=\sqrt{s/D}$, $\mathrm{Re}\,\kappa>0$,
\begin{equation}
R_{\rm NL}=P^2\,\mathrm{Re}\left[\frac{R_s}{2W\kappa}e^{-\kappa L}\right].
\label{eq:free}
\end{equation}
For a real form write $\kappa\lambda=\sqrt{1-ib}=p-iq$. Then $p^2-q^2=1$, $2pq=b$ and $p^2+q^2=\sqrt{1+b^2}$, so $p,q=[(\sqrt{1+b^2}\pm1)/2]^{1/2}$ for $b\ge0$; the signal is even in $b$, so for negative fields $b$ is replaced by $|b|$. Also $1/\sqrt{1-ib}=(1+b^2)^{-1/4}e^{\frac i2\arctan b}$, and therefore
\begin{equation}
R_{\rm NL}=\frac{P^2R_s\lambda}{2W}\,\frac{e^{-up}}{(1+b^2)^{1/4}}\cos\!\big(uq+\tfrac12\arctan b\big).
\end{equation}
At zero field this is $0.01\times1000\ \Omega\times e^{-1.5}=2.23\ \Omega$. The first zero, where the phase is $\pi/2$, lies at 48.6 mT.

\section*{(b) Include spin absorption by both contacts}

Each contact has spin conductances $G_{\uparrow,\downarrow}=G(1\pm P)/2$. Neglect spin accumulation inside the ferromagnets, and let the contact absorb both components of $m$ equally.

\textbf{Answer.} For electrode potential $V$ the two currents are $G_{\uparrow,\downarrow}(V-\mu_0\mp\mu)$. Their sum and difference are
\begin{align}
I&=G(V-\mu_0)-PG\mu, & I_s&=PG(V-\mu_0)-G\mu .
\end{align}
The first gives $G(V-\mu_0)=I+PG\mu$, so
\begin{equation}
I_s=PI-\frac{\mu}{R_c},\qquad \frac1{R_c}=G(1-P^2).
\end{equation}
The contact is a source $PI$ plus a spin sink. At the detector $I=0$ gives $V-\mu_0=P\mu$; reversing one magnetization reverses the signal.

Let $h=R_s/(2W\kappa)$, $E=e^{-\kappa L}$ and $a=h/R_c=1/(2\kappa\ell)$, with $\ell=R_cW/R_s$. By part (a), a spin current $J$ produces $hJ$ at its own contact and $hEJ$ at the other. With $J_0=PI-m_0/R_c$ and $J_L=-m_L/R_c$,
\begin{align}
(1+a)m_0+aE\,m_L&=hPI,\\
aE\,m_0+(1+a)m_L&=hE\,PI .
\end{align}
Multiply the second equation by $1+a$ and subtract $aE$ times the first. The right side becomes $hE\,PI(1+a-a)$, so
\begin{equation}
R_{\rm NL}=P^2\,\mathrm{Re}\left[\frac{R_s}{2W\kappa}\,\frac{e^{-\kappa L}}{(1+a)^2-a^2e^{-2\kappa L}}\right].
\label{eq:main}
\end{equation}
Take $R_c=2\ \mathrm{k\Omega}$, so $\ell=2\ \mu$m. At zero field $a=0.5$, the denominator is $2.25-0.25e^{-3}=2.238$, and the signal falls from 2.23 to 0.997 $\Omega$. The first zero moves out to 63.1 mT. A broader curve looks like a shorter lifetime.

In the transparent limit the denominator, $a^2(1-E^2)+2a+1$, is dominated by its first term. Using $E/(1-E^2)=1/(2\sinh\kappa L)$,
\begin{equation}
R_{\rm NL}\to P^2\,\mathrm{Re}\left[\frac{R_c^2W}{R_s}\,\frac{\kappa}{\sinh\kappa L}\right].
\end{equation}
The amplitude vanishes as $R_c^2$ at fixed $P$, but the line shape no longer depends on $R_c$. If also $\lambda\gg L$, then $\kappa L\simeq\sqrt{-i\omega L^2/D}$: the width is set by the diffusion time $L^2/D$ and carries no information on $\tau$.

\section*{(c) Find the errors of $\tau$ and $D$ for weak absorption}

Equation (\ref{eq:free}), with free amplitude, is matched to the low-field part of the true curve. Work to first order in $\delta=\lambda/\ell$.

\textbf{Answer.} Put $z=1-ib$. Then $a=\delta/(2\sqrt z)$, and the absorption factor is $1-2a=1-\delta z^{-1/2}$ to first order. Apart from a constant, the signal is the real part of
\begin{equation}
z^{-1/2}e^{-u\sqrt z}-\delta\,z^{-1}e^{-u\sqrt z}.
\end{equation}
Because $z^{-1/2}=\int_0^\infty e^{-zt'}dt'/\sqrt{\pi t'}$, the second term subtracts arrivals delayed by an extra time $t'$ (in units of $\tau$). Absorption thus removes late arrivals preferentially.

Taylor expansion about $z=1$ gives $\mathrm{Re}f=f(1)-\tfrac{b^2}{2}f''(1)+\tfrac{b^4}{24}f''''(1)-\dots$. With $y=\sqrt z$ the operator $T=-2\,d/dz=-y^{-1}d/dy$ acts as
\begin{equation}
T\,y^{-k}e^{-uy}=\big(k\,y^{-k-2}+u\,y^{-k-1}\big)e^{-uy}.
\end{equation}
Let $A_n$ and $B_n$ be the values of $e^{u}T^n(\cdot)$ at $y=1$ for $k=1$ and $k=2$. Applying the rule repeatedly,
\begin{align}
A_2&=u^2+3u+3, & A_4&=u^4+10u^3+45u^2+105u+105,\\
B_2&=u^2+5u+8, & B_4&=u^4+14u^3+87u^2+279u+384 .
\end{align}
The curve normalized to its zero-field value is $1-\tfrac{b^2}{8}M_2+\tfrac{b^4}{384}M_4-\dots$, with
\begin{equation}
M_n=\frac{A_n-\delta B_n}{1-\delta}\simeq A_n-\delta(B_n-A_n).
\end{equation}
The fitted curve has $\tau(1+\epsilon_\tau)$ and $D(1+\epsilon_D)$. Its coefficients scale as $\tau^nA_n(u)$, and $u$ changes by the fraction $-w$, where $w=(\epsilon_\tau+\epsilon_D)/2$. Equating the $\omega^2$ and $\omega^4$ terms,
\begin{align}
2A_2\epsilon_\tau-uA_2'w&=-\delta(2u+5),\label{eq:m2}\\
4A_4\epsilon_\tau-uA_4'w&=-\delta(4u^3+42u^2+174u+279).
\end{align}
Multiply the first by $A_4'$, the second by $A_2'$, and subtract to remove $w$. Here $A_2'=2u+3$ and $A_4'=4u^3+30u^2+90u+105$. The coefficient of $\epsilon_\tau$ is
\begin{equation}
2A_2A_4'-4A_4A_2'=-2Q,\quad Q=4u^4+48u^3+225u^2+465u+315,
\end{equation}
and the right side is $+2\delta N$ with $N=8u^3+72u^2+210u+156$. Thus
\begin{equation}
\epsilon_\tau=-\delta\,\frac{N}{Q}.
\end{equation}
Equation (\ref{eq:m2}) gives $w$, and $\epsilon_D=2w-\epsilon_\tau$ becomes
\begin{equation}
\epsilon_D=\frac{(4A_2-uA_2')\epsilon_\tau+2\delta(2u+5)}{uA_2'}
=\delta\,\frac{(4u+10)Q-(2u^2+9u+12)N}{u(2u+3)Q}.
\end{equation}
The numerator is $16u^4+216u^3+1044u^2+1986u+1278=(2u+3)(8u^3+96u^2+378u+426)$, so
\begin{equation}
\epsilon_D=+\delta\,\frac{8u^3+96u^2+378u+426}{u\,Q}.
\end{equation}
All coefficients are positive: in this regime $\tau$ is underestimated and $D$ overestimated for every $u$. For $u\gg1$, $\epsilon_\tau\to-2\delta/u=-2\lambda^2/(\ell L)$ and $\epsilon_D\to2\delta/u^2$. For $u\ll1$, $\epsilon_D\simeq1.35\,\delta/u$, so the expansion then needs $\delta\ll u$ as well as $\delta\ll1$. At $u=1.5$, $\epsilon_\tau=-0.388\,\delta$ and $\epsilon_D=+0.484\,\delta$.

\section*{(d) Invert a noisy curve}

Synthetic data follow equation (\ref{eq:main}) with $R_c=2\ \mathrm{k\Omega}$ at 61 fields within $\pm150$ mT, with Gaussian noise $\sigma=5\ \mathrm{m\Omega}$.

\textbf{Answer.} Let $S(B;\tau,D)$ be the chosen closed form divided by $P^2$. Minimize
\begin{equation}
\chi^2=\frac1{\sigma^2}\sum_j\left[R_j-R_0\frac{S(B_j;\tau,D)}{S(0;\tau,D)}\right]^2
\end{equation}
over $R_0$, $\tau$ and $D$; afterwards $P=\sqrt{R_0/S(0)}$. Standard errors follow from the curvature of $\chi^2$ at its minimum.

\begin{center}
\begin{tabular}{lcc}
 & absorption ignored & $R_c$ known\\
$\tau$ (ps) & $130.3\pm0.7$ & $199.8\pm1.9$\\
$D$ (cm$^2$/s) & $216.9\pm1.3$ & $199.2\pm1.0$\\
$P$ & 0.084 & 0.100\\
rms residual (m$\Omega$) & 5.5 & 4.2
\end{tabular}
\end{center}

Without noise, ignoring absorption gives $\tau$ too small by 35\,\% and $D$ too large by 9\,\%, relative to the true values. The lifetime bias is about 100 times the quoted standard error, yet this fit looks acceptable: $\chi^2=61\,(5.53/5)^2\simeq75$ for 58 degrees of freedom, about 1.5 standard deviations high. That is partly luck of the noise draw. The wrong model misses the noise-free curve by 4.1 m$\Omega$ rms, 0.4\,\% of the zero-field signal, which adds $61\,(4.09/5)^2\simeq41$ to the expected $\chi^2$. A typical data set would thus give about 99, nearly 4 standard deviations high. At twice the noise the addition is only about 10, or one standard deviation. Fit quality is therefore an unreliable guard against a large bias, and a poor fit does not name its cause; an accurate, independent $R_c$ removes the bias due to absorption. Accuracy matters: in noise-free fits, an assumed $R_c$ that is 10\,\% too low or too high shifts $\tau$ by $+4.8\,\%$ or $-3.8\,\%$, more than the statistical error. The errors in the last column assume that $R_c$, $R_s$ and $W$ are known without error.

\section*{(e) How does the bias depend on $R_c$ and $L$?}

\textbf{Answer.} Noise-free fits that ignore absorption, at fixed $L=3\ \mu$m, give:

\begin{center}
\begin{tabular}{rccc}
$R_c$ ($\Omega$) & $\tau$ (ps) & error of $\tau$ & $D$ (cm$^2$/s)\\
100\,000 & 198 & $-1.1\,\%$ & 200.5\\
10\,000 & 180 & $-10\,\%$ & 205\\
2\,000 & 130 & $-35\,\%$ & 218\\
300 & 62 & $-69\,\%$ & 268\\
30 & 40 & $-80\,\%$ & 352
\end{tabular}
\end{center}

The 30 $\Omega$ row is a formal limit of the point-contact model: there $\ell=30$ nm, shorter than the mean free path (40 nm, part f) and than a practical contact width. Spreading the same contact over 0.2 $\mu$m, with the current entering uniformly, changes the fitted values to 37 ps and 380 cm$^2$/s; crowding of the current at the contact edge alters these by less than 2\,\%.

At 100 k$\Omega$, $\delta=0.02$ and the low-field laws predict $-0.8\,\%$ for $\tau$ and $+1.0\,\%$ for $D$. The full-window fit gives $-1.1\,\%$ and about $+0.25\,\%$. The laws use two low-field coefficients, whereas the fit covers $|\omega\tau|$ up to 5.3, so the coefficients depend on the field window.

A 10\,\% lifetime deficit occurs at $R_c=10.2\ \mathrm{k\Omega}$, or $5.1\,R_s\lambda/W$. This criterion belongs to $u=1.5$ and this window. At fixed $R_c=2\ \mathrm{k\Omega}$, raising $L$ through 1, 3, 6 and 10 $\mu$m gives fitted lifetimes of 117, 130, 152 and 166 ps. Longer spacing helps, but the absorption-free zero-field signal falls by a factor $e^{3.5}\simeq33$ between 3 and 10 $\mu$m.

\section*{(f) Is the model adequate for a real device?}

\textbf{Answer.} The channel values are rough, typical ones for graphene on silicon dioxide at room temperature. From $1/R_s=e^2\nu D$ and $\nu=2E_F/(\pi\hbar^2v^2)$, with $v=10^6$ m/s, they imply $E_F=0.21$ eV, density $3.3\times10^{12}\ \mathrm{cm^{-2}}$ and mobility about $1900\ \mathrm{cm^2/Vs}$. The mean free path $2D/v=40$ nm is far below $L$, so diffusion is justified. At 300 K the value 0.21 eV is strictly the chemical potential, which lies 2.4\,\% below the Fermi energy; the density is then about 5\,\% higher and the mobility 5\,\% lower than these estimates. The fit is unaffected, because it treats $R_s$ and $D$ as independent. At 1 $\mu$A the drift parameter $v_d\lambda/2D$ is 0.009. The polarization of 0.1 is an assumed value. A smaller $P$ at the same $R_c$ leaves the bias unchanged but reduces the signal as $P^2$, which enlarges the statistical errors at fixed noise.

Other neglected effects were put into noise-free curves for $R_c=2\ \mathrm{k\Omega}$ and $L=3\ \mu$m, which were then inverted with equation (\ref{eq:main}). The shifts depend on these values; at $R_c=300\ \Omega$, for example, a contact width of 0.2 $\mu$m already lowers the fitted $\tau$ by 8\,\%. The shifts are relative to the true values:

\begin{center}
\begin{tabular}{lcc}
effect added & $\tau$ & $D$\\
reflecting channel ends 3 $\mu$m beyond the contacts & $+27\,\%$ & $+6\,\%$\\
transverse absorption 1.5 times stronger & $+3\,\%$ & $+16\,\%$\\
electrodes tilting, saturation field 1.8 T & $+4\,\%$ & $+2\,\%$\\
contacts 0.2 $\mu$m wide & $-0.4\,\%$ & $+0.5\,\%$
\end{tabular}
\end{center}

The saturation field is a rough value for cobalt. The largest lifetime shift comes from the channel ends, which are taken to reflect all spins, so that spins arrive later on average. This requires that the drain and reference contacts at the ends absorb little spin. If each end instead absorbs spin through a nonmagnetic 2 k$\Omega$ contact, the lifetime shift is only $+0.6\,\%$, because 2 k$\Omega$ happens to equal $R_s\lambda/W$, the zero-field spin resistance of a semi-infinite channel; 10 k$\Omega$ gives $+17\,\%$, 500 $\Omega$ gives $-12\,\%$, and perfect absorption $-20\,\%$. Ferromagnetic drain and reference contacts also inject and detect spin: with four equal, parallel 2 k$\Omega$ contacts in this geometry, $\tau$ shifts by $-63\,\%$ and $D$ by $-18\,\%$. For reflecting ends, the division of the effect between $\tau$ and $D$ depends on where the ends lie: with ends 1 $\mu$m beyond the contacts, $\tau$ shifts by only $+4\,\%$ but $D$ by $-21\,\%$. Even with $R_c$ known, a flake ending only $1.5\lambda$ beyond its contacts generally needs the finite-channel solution, including any spin absorption at its ends. In the example above, unequal absorption of the two spin components shifts $D$ more than $\tau$.

\section*{Calculated quantities}
\begin{verbatim}
D = 200 cm2/s, tau = 200 ps, lambda = 2.000 um
Rsq = 1000 ohm, W = 1.0 um, L = 3.0 um, P = 0.10
Rc = 2000 ohm, ell = 2.00 um, lambda/ell = 1.000
contact interface resistance = 1980 ohm
Larmor rate per tesla = 0.17588 rad/ps
field range = +-150 mT, points = 61
largest omega*tau = 5.28
R_NL(0): no absorption 2.2313 ohm, with 0.9972 ohm
first zero: no absorption 48.59 mT, with 63.07 mT
test, time integral: largest relative error 3.6e-16
test, spin network at P = 0.4: 17.7827 vs 17.7827 ohm
test, finite volume: largest relative error 1.1e-05
test, weak-absorption laws: largest relative error 6.8e-05
noise = 5.0 mohm; one noisy data set:
 absorption ignored: tau = 130.3 +- 0.7 ps
   D = 216.9 +- 1.3 cm2/s, P = 0.0836
   rms residual = 5.53 mohm
 absorption included: tau = 199.8 +- 1.9 ps
   D = 199.2 +- 1.0 cm2/s, P = 0.1001
   rms residual = 4.20 mohm
200 noisy sets, absorption included: spread of tau 0.88 %, of D 0.49 %
noise-free, absorption ignored: tau 130.2 ps, D 217.7 cm2/s
   tau error -34.9 %, D error 8.9 %, rms 4.09 mohm
low-field laws at u = 1.50: dtau/tau = -0.3880 lambda/ell, dD/D = 0.4844 lambda/ell
Rc (ohm) | fitted tau (ps) | tau error (%) | fitted D (cm2/s)
 100000 |  197.7 |   -1.1 |  200.5
  30000 |  192.6 |   -3.7 |  201.6
  10000 |  179.6 |  -10.2 |  204.5
   5000 |  163.4 |  -18.3 |  208.3
   2000 |  130.2 |  -34.9 |  217.7
   1000 |  100.8 |  -49.6 |  229.8
    300 |   61.8 |  -69.1 |  267.9
     30 |   39.5 |  -80.2 |  351.9
Rc for a 10 % tau deficit = 10226 ohm = 5.11 Rsq*lambda/W
L (um) | fitted tau (ps) | fitted D (cm2/s), at Rc = 2000 ohm
  1.0 |  117.3 |  335.4
  3.0 |  130.2 |  217.7
  6.0 |  151.6 |  209.7
 10.0 |  166.0 |  206.3
neglected effects: shift of tau and D from the absorbing fit
 grid alone: tau +0.00 %, D +0.00 %
 contacts 0.2 um wide: tau -0.35 %, D +0.49 %
 transverse absorption x1.5: tau +2.93 %, D +15.75 %
 channel ends 3 um outside: tau +26.69 %, D +6.40 %
 electrode tilt, 1.8 T: tau +3.60 %, D +2.27 %
Fermi energy = 0.212 eV, density = 3.31e+12 cm-2
mobility = 1883 cm2/Vs, mean free path = 40 nm
drift at 1 uA: v*lambda/(2D) = 0.0094
thermal shift of chemical potential at 300 K = 2.4 %
\end{verbatim}
